# A Marcus hopping rate from transfer integral, reorganization energy and temperature

**Question**

I am modelling charge hopping between neighbouring molecules in an organic semiconductor. The two sites are equivalent, the transfer integral is $J=10$ meV, the reorganization energy is $\lambda=0.2$ eV, and the temperature is 300 K. I want the hopping rate to one neighbour.

I know that the Golden Rule should give something proportional to $J^2$, but it contains a density of states, and I have just two electronic states. I also don't see why the barrier should be $\lambda/4$ instead of $\lambda$. Could someone derive the rate, put in the numbers, and tell me how far I can trust the result when I turn it into a mobility?

**Answer**

The density you are missing comes from the nuclei. Their thermal motion spreads the energy difference between the two electronic states, and the rate is set by the probability density of that difference at zero. I write $\theta=k_BT$ throughout.

**The energy gap and its distribution**

Let $q$ be a dimensionless nuclear coordinate, with $q=0$ the relaxed geometry for the charge on site 1 and $q=1$ that for the charge on site 2. For harmonic surfaces of equal curvature,

$$V_1=\lambda q^2,\qquad V_2=\lambda(q-1)^2+\Delta .$$

Here $\Delta$ is the final minus the initial site energy, zero in your case. The reorganization energy is $\lambda=V_1(1)-V_1(0)$: the cost of distorting everything to the final geometry without moving the charge. It includes the relaxation of both molecules. If your 0.2 eV belonged to one molecule and the other contributed as much, you would have to use 0.4 eV.

The quadratic terms cancel in the gap:

$$X=V_2-V_1=\lambda(1-2q)+\Delta .$$

Before the hop the nuclei are in equilibrium on $V_1$. If they are classical, $q$ has the weight $e^{-\lambda q^2/\theta}$, a Gaussian of mean zero and variance $\theta/(2\lambda)$. Therefore $X$ is Gaussian with mean $\lambda+\Delta$ and variance $4\lambda^2\,\theta/(2\lambda)=2\lambda\theta$:

$$\rho(X)=\frac{1}{\sqrt{4\pi\lambda\theta}}\exp\left[-\frac{(X-\lambda-\Delta)^2}{4\lambda\theta}\right].$$

With many modes, the independent gap contributions add, and so do their means $\lambda_j$ and variances $2\lambda_j\theta$. The same $\rho(X)$ follows with $\lambda=\sum_j\lambda_j$.

**From the gap to a rate**

Hold the nuclei still for a moment and start the charge on site 1. To first order in $J$, the amplitude on site 2 is

$$c_2(t)=-\frac{iJ}{\hbar}\int_0^t e^{iXs/\hbar}\,ds .$$

Squaring it and averaging over the gap gives the transferred population

$$P_2(t)=\frac{J^2}{\hbar^2}\int_0^t\!ds\int_0^t\!ds'\,C(s-s'),\qquad C(\tau)=\langle e^{-iX\tau/\hbar}\rangle ,$$

where exchanging $s$ and $s'$ fixes the sign in $C$. Differentiating with respect to both upper limits gives

$$\frac{dP_2}{dt}=\frac{J^2}{\hbar^2}\int_{-t}^{t}C(\tau)\,d\tau .$$

The magnitude of $C$ is $e^{-\lambda\theta\tau^2/\hbar^2}$, so it dies out on the time scale $\hbar/\sqrt{2\lambda\theta}$. After several such times the limits may be sent to infinity, and the first-order slope is constant. Since $\int e^{-iX\tau/\hbar}d\tau=2\pi\hbar\,\delta(X)$,

$$k=\frac{2\pi}{\hbar}J^2\rho(0)
=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi\lambda\theta}}
\exp\left[-\frac{(\lambda+\Delta)^2}{4\lambda\theta}\right].$$

This is the Marcus rate, and $\rho(0)$ is the density of states you were looking for.

For your numbers the gap spread is 0.102 eV and the dephasing time is 6.5 fs. A 20 meV vibration has a period of 207 fs, so freezing it while $C$ decays is reasonable. Frozen nuclei could not sustain this rate, because the members of the ensemble with $|X|$ below about $2J$ saturate on the time scale $\hbar/2J=33$ fs. The nuclear motion has to keep bringing new members into resonance.

The barrier is the energy on $V_1$ where the surfaces cross. Setting $X=0$ gives $q^*=(\lambda+\Delta)/(2\lambda)$, hence $V_1(q^*)=(\lambda+\Delta)^2/(4\lambda)$. For equal sites the crossing is halfway, and half the distortion costs a quarter of the energy: $\lambda/4$.

Two properties follow from the exponent. Reversing the hop changes $\Delta$ to $-\Delta$, and $(\lambda+\Delta)^2-(\lambda-\Delta)^2=4\lambda\Delta$, so the forward-to-backward ratio is $e^{-\Delta/\theta}$, as detailed balance requires. The rate is largest at $\Delta=-\lambda$, where the barrier vanishes, and falls again for still larger driving energy. This is the inverted region of the classical model.

**Your rate**

At 300 K, $\theta=0.025852$ eV. The three factors are

$$\frac{2\pi J^2}{\hbar}=\frac{2\pi(0.010\ \mathrm{eV})^2}{6.5821\times10^{-16}\ \mathrm{eV\,s}}=9.546\times10^{11}\ \mathrm{eV/s},$$

$$\sqrt{4\pi\lambda\theta}=0.2549\ \mathrm{eV},\qquad e^{-\lambda/4\theta}=e^{-1.934}=0.1446 .$$

Therefore

$$k=\frac{9.546\times10^{11}}{0.2549}\times0.1446\ \mathrm{s^{-1}}
=5.4\times10^{11}\ \mathrm{s^{-1}},$$

or 0.54 per picosecond. The reciprocal is 1.85 ps. With two equivalent neighbours the total escape rate doubles and the mean residence time is half of this.

The definition of $\lambda$ matters here. With 0.4 eV the exponential would be squared and the prefactor divided by $\sqrt2$, so the rate would drop by the factor $0.1446/\sqrt2\approx0.10$.

The barrier is 50 meV, but the slope of an Arrhenius plot is smaller because the prefactor varies as $\theta^{-1/2}$:

$$E_a=-\frac{d\ln k}{d(1/\theta)}=\frac{\lambda}{4}-\frac{\theta}{2}=37\ \mathrm{meV}.$$

With $J$ and $\lambda$ held fixed, the rate is $4.0\times10^{11}$ per second at 250 K and $6.6\times10^{11}$ per second at 350 K.

**Mobility of an ordered chain**

Take a chain with spacing $a=0.5$ nm and rate $k$ to each neighbour. Assume that the nuclei relax after each hop before the next one occurs, so that successive hops are independent. The mean square displacement grows as $2ka^2t$, so $D=a^2k=1.35\times10^{-3}$ cm²/s.

A field $F$ changes the site energy by $\mp eFa$ per hop. Expanding the square in the Marcus exponent gives the drift velocity

$$v=2ak\,\sinh\left(\frac{eFa}{2\theta}\right)\exp\left[-\frac{(eFa)^2}{4\lambda\theta}\right].$$

For a weak field $v=(ea^2k/\theta)F$, so

$$\mu=\frac{ea^2k}{k_BT}=0.052\ \mathrm{cm^2/Vs}.$$

At 1 MV/cm the energy drop per hop is 50 meV, already twice $\theta$. Yet $v/F$ is just 3% above its weak-field value, because the rise of the sinh is nearly offset by the quadratic term. To order $F^2$ the two relative changes are $(eFa)^2/(24\theta^2)$ and $-(eFa)^2/(4\lambda\theta)$. They cancel at $\lambda=6\theta\approx0.16$ eV, which happens to be close to your $\lambda$. If all of your $\lambda$ belongs to classical modes, field nonlinearity in the ordered chain is therefore a small concern up to this field; for other values of $\lambda$ it can be larger. If part of $\lambda$ belongs to a stiff mode, as treated below, the smaller slow part $\lambda_s$ enters the quadratic term: $v/F$ at 1 MV/cm is then 8% below its weak-field value for $\lambda_s=0.1$ eV and 28% below for $\lambda_s=0.05$ eV.

**Quantum nuclei**

To let the nuclei move quantum mechanically, replace $e^{-iX\tau/\hbar}$ in $C$ by $e^{iH_1\tau/\hbar}e^{-iH_2\tau/\hbar}$, where $H_1$ and $H_2$ are the vibrational Hamiltonians. Consider one mode of frequency $\omega$, with $S=\lambda/\hbar\omega$ and mean occupation $n$. Its potential energy $\lambda\langle q^2\rangle$ is half the oscillator energy $\hbar\omega(n+\tfrac12)$, which fixes $q=(a+a^\dagger)/(2\sqrt S)$, with $a$ here the lowering operator. For $\Delta=0$ the gap fluctuation is then $\delta X=-\hbar\omega\sqrt S(a+a^\dagger)$, with correlation

$$\langle\delta X(u)\delta X(0)\rangle=\hbar^2\omega^2S[(n+1)e^{-i\omega u}+ne^{i\omega u}].$$

The fluctuation is Gaussian, so the time-ordered average ends at second order in the exponent:

$$\ln C(t)=-\frac{i\lambda t}{\hbar}-\frac{1}{\hbar^2}\int_0^t(t-u)\langle\delta X(u)\delta X(0)\rangle\,du .$$

Using $\int_0^t(t-u)e^{-i\omega u}du=t/(i\omega)+(1-e^{-i\omega t})/\omega^2$ and its complex conjugate, the terms linear in $t$ cancel and

$$C(t)=\exp\{-S[(2n+1)(1-\cos\omega t)+i\sin\omega t]\}.$$

Several modes multiply. For $\hbar\omega\ll2\theta$, one has $2n+1\approx2\theta/\hbar\omega$, and expansion at short times recovers the classical Gaussian.

If $\lambda$ is spread evenly over quanta from 10 to 30 meV, the integral gives $5.7\times10^{11}$ per second, 4.5% above the Marcus value. Slow modes are nearly classical here.

Stiff intramolecular modes are not. Suppose half of $\lambda$, 0.1 eV, belongs to a mode of 0.17 eV. That mode is almost always in its ground state, so $n\approx0$ and its factor in $C$ becomes

$$e^{-S(1-e^{-i\omega t})}=e^{-S}\sum_m\frac{S^m}{m!}e^{-im\omega t}.$$

Each term raises the final energy by $m\hbar\omega$. With classical slow modes of reorganization energy $\lambda_s$, this gives the Marcus-Levich-Jortner rate

$$k=\frac{2\pi J^2}{\hbar\sqrt{4\pi\lambda_s\theta}}\sum_m e^{-S}\frac{S^m}{m!}
\exp\left[-\frac{(\lambda_s+m\hbar\omega)^2}{4\lambda_s\theta}\right].$$

For $\lambda_s=0.1$ eV and $S=0.588$ it is $1.12\times10^{12}$ per second. The full integral, which also keeps the quantum slow band and the thermal occupation of the stiff mode, gives $1.16\times10^{12}$, or 2.1 times the Marcus result. The classical barrier falls from 50 to 25 meV, and the smaller $\lambda_s$ raises the prefactor by $\sqrt2$, while the vibrational overlap factor $e^{-S}=0.56$ takes back part of the gain.

**Is $J$ small enough?**

Near a crossing, let the gap change at constant speed $|\dot X|$. First-order perturbation theory gives the hopping probability

$$P\approx\frac{J^2}{\hbar^2}\left|\int_{-\infty}^{\infty}e^{i\dot Xs^2/2\hbar}ds\right|^2=\frac{2\pi J^2}{\hbar|\dot X|}.$$

The Landau-Zener formula replaces this by $P=1-e^{-2\pi J^2/\hbar|\dot X|}$, which cannot exceed one. I checked it by integrating the two-state Schrödinger equation with $\hbar=1$, $J=0.3$ and $X=t$ from $-40$ to 40: the transferred probability, read in the adiabatic states at both ends, agreed with the formula within 0.002.

A trajectory that fails to change surface turns round and gets another chance. Suppose that all passages have the same speed and that phases between them are lost. The first passage succeeds with probability $P$. Let $A$ be the probability of eventual success for a trajectory returning on surface 1. It hops with probability $P$, turns on the reactant side of surface 2, and then either stays on surface 2 or hops back to surface 1 and returns again. Thus

$$A=P[(1-P)+PA]\quad\Rightarrow\quad A=\frac{P}{1+P},$$

and the total success probability is $P+(1-P)A=2P/(1+P)$.

For one mode, the thermal flux into the crossing is $(\omega/2\pi)e^{-\lambda/4\theta}$, and the speeds in that flux have weight $\propto|\dot X|e^{-\dot X^2/2s^2}$ with $s=\omega\sqrt{2\lambda\theta}$. Small $J$ returns the Marcus rate: $\langle1/|\dot X|\rangle=\sqrt{\pi/2}/s$, and $\omega$ cancels.

At $\hbar\omega=20$ meV the Landau-Zener exponent at speed $s$ is 0.31, which is not very small. With the assumptions above, the averaged rate is 0.54 of the Marcus value. This is a rough estimate: the Landau-Zener formula fails for the slowest passages, and the phases need not be fully lost between crossings.

An opposing effect is that $J$ rounds off the crossing. In terms of $X$ the lower adiabatic surface is

$$E_-=\frac{\lambda^2+X^2}{4\lambda}-\sqrt{\frac{X^2}{4}+J^2}.$$

At $X=0$ it equals $\lambda/4-J$. Its minima satisfy $\sqrt{X^2/4+J^2}=\lambda/2$, which requires $2J<\lambda$, and have energy $-J^2/\lambda$. The barrier is therefore

$$\frac{\lambda}{4}-J+\frac{J^2}{\lambda}=40.5\ \mathrm{meV}.$$

This would multiply the Boltzmann factor by 1.44, but the full gain belongs to the adiabatic limit of slow nuclei.

The Marcus formula thus needs $\hbar\omega$ well above $2\pi J^2/\sqrt{2\lambda\theta}=6.2$ meV, where the exponent reaches one, and well below $2\theta=52$ meV. These limits differ by a factor of only about eight, so no frequency is far from both: 20 meV serves the second condition well and the first one poorly.

**Disorder and the mobility**

If $J$ fluctuates independently of the gap, slowly compared with the dephasing time of 6.5 fs but fast compared with the residence time of about a picosecond, then $J^2$ is replaced by $\langle J^2\rangle=J^2+\sigma_J^2$. A spread of 5 meV then raises the rate by 25%. If $J$ changes more slowly, the waiting times $1/k$ are averaged instead of the rates. The gain is then gone once $J$ changes about as often as the charge hops, and it turns into a loss below that. This does not carry over to the mobility of a chain in which each link keeps its own $J$ permanently. There the slow links are in series with the fast ones, so the mobility falls, and links with $J$ near zero can block the transport.

Unequal site energies matter as well. For independent Gaussian energies of width $\sigma=50$ meV, the difference between neighbours has an rms value of 71 meV. Uphill by that amount the Marcus rate is $1.1\times10^{11}$ per second, and downhill it is $1.7\times10^{12}$.

The mobility needs an average along the chain. Put $p_i=e^{-E_i/\theta}$ and $g_{ij}=p_ik_{ij}=p_jk_{ji}$. For occupations $n_i=p_iu_i$, with few enough carriers that they do not block one another, the current between neighbours is $g_{ij}(u_i-u_j)$. In a steady state this current is the same everywhere, so the resistances $1/g_{ij}$ add. Over $N$ links

$$I=\frac{u_0-u_N}{N\langle1/g\rangle}.$$

The smoothed density is $u\langle p\rangle/a$, and comparison with Fick's law gives $D=a^2/(\langle p\rangle\langle1/g\rangle)$. With $k_0$ the rate for equal sites, the Marcus formula gives

$$\frac1{g_{ij}}=\frac1{k_0}\exp\left[\frac{E_i+E_j}{2\theta}+\frac{(E_i-E_j)^2}{4\lambda\theta}\right].$$

The sum and difference are independent. Their Gaussian averages are $e^{\sigma^2/4\theta^2}$ and $(1-\sigma^2/\lambda\theta)^{-1/2}$, while $\langle p\rangle=e^{\sigma^2/2\theta^2}$. Hence

$$\frac{D}{D_0}=e^{-3\sigma^2/4\theta^2}\sqrt{1-\frac{\sigma^2}{\lambda\theta}},\qquad \sigma^2<\lambda\theta .$$

Here this is $0.0605\times0.719=0.043$, and the mobility falls from 0.052 to 0.0023 cm²/Vs. At $\sigma^2=\lambda\theta$ the mean resistance diverges, because rare, very large energy steps dominate it. This is a property of the classical Marcus rate, which falls as a Gaussian for such steps, and not a threshold to expect in a real material. Stiff quantum modes can take up large energies, which makes the fall slower and keeps the average finite. The value 0.043 assumes that all modes are classical. With 0.1 or 0.15 eV of $\lambda$ in the 0.17 eV mode, the same disorder gives 0.028 or 0.014 of the corresponding ordered value. It is also the average for a very long chain; chains of a few hundred sites scatter around it by up to about a factor of two. The factor belongs to a chain, where a carrier cannot go round a bad link. Do not carry it over unchanged to a film.

**How far to trust it**

Your parameters lie in the rough range of molecular organic semiconductors: transfer integrals from a few meV to around 100 meV, reorganization energies of a few tenths of an eV, and spacings of a fraction of a nanometre to about one nanometre. The spacing, mode energies and disorder widths I used are rough typical values, not data for a named compound. A field of 1 MV/cm is high for such a device. In disordered films the assumption of equal site energies fails, and in the chain model above, with classical modes, that lowers the mobility 23-fold. In well-ordered crystals with large $J$, the localized starting state itself may fail.

For a single hop between equal sites, the separate estimates run from about half the Marcus value to about twice it. They use different assumptions about the modes and should not be multiplied together. The upper end depends on how much of $\lambda$ belongs to stiff modes: with 0.15 eV in the 0.17 eV mode, the Marcus-Levich-Jortner formula gives 3.5 times the Marcus value. I would quote $5.4\times10^{11}$ per second as the value of the Marcus model, and treat the real rate as uncertain by at least a factor of two. Knowing the vibrational spectrum would settle the share of the stiff modes, but the uncertainty from the finite $J$ would remain. The numerical output below lists the individual values.

## Calculated quantities

```
transfer integral J: 10.0 meV
reorganization energy: 0.200 eV
temperature: 300 K
thermal energy kT: 0.025852 eV
hbar: 6.582120e-16 eV s
2 pi J^2/hbar: 9.5458e+11 eV/s
sqrt(4 pi lam kT): 0.25490 eV
prefactor of the rate: 3.7450e+12 1/s
barrier lam/4: 0.0500 eV
lam/(4kT): 1.9341 (no unit)
Boltzmann factor: 0.14456 (no unit)
Marcus rate: 5.4136e+11 1/s
reciprocal rate: 1.847 ps
rms spread of the gap: 0.1017 eV
gap dephasing time: 6.47 fs
apparent activation energy: 0.0371 eV
rate at 250 K: 4.028e+11 1/s
rate at 350 K: 6.607e+11 1/s
site spacing: 0.50 nm
diffusion constant, ordered chain: 1.353e-03 cm2/s
mobility, ordered chain: 0.0524 cm2/Vs
energy drop per hop at 1 MV/cm: 50.0 meV
mobility at 1 MV/cm / low-field value: 1.031
slow mode quantum: 20.0 meV
slow mode period: 206.8 fs
quantum slow band rate: 5.659e+11 1/s
quantum slow band / Marcus: 1.045
stiff mode quantum: 0.170 eV
stiff mode share of lam: 0.100 eV
stiff mode Huang-Rhys factor: 0.588
rate with stiff mode, full integral: 1.162e+12 1/s
rate with stiff mode, Levich-Jortner: 1.120e+12 1/s
stiff mode full integral / Marcus: 2.147
Landau-Zener exponent at rms speed: 0.309
Landau-Zener rate / Marcus: 0.536
adiabatic barrier: 0.0405 eV
Boltzmann gain from lower barrier: 1.444
lower edge of mode window: 6.18 meV
upper edge of mode window 2kT: 51.7 meV
spread of transfer integral: 5.0 meV
mean rate with spread of J / Marcus: 1.250
site disorder sigma: 50.0 meV
typical site energy step: 70.7 meV
uphill rate for that step: 1.083e+11 1/s
downhill rate for that step: 1.669e+12 1/s
disordered / ordered chain mobility: 0.0435
mobility, disordered chain: 0.00228 cm2/Vs
```
